# Sixth-order Euler-Heisenberg term: why a pure magnetic field is not enough

## The problem

A constant electromagnetic field polarizes the vacuum of a Dirac particle with charge $e$ and mass $m$. To one loop, this adds to the Maxwell Lagrangian a function $L(\mathbf E,\mathbf B)$. Find its term of sixth order in the fields, with the coefficient, for electric and magnetic fields of any relative direction.

Units are $\hbar=c=1$ with Heaviside-Lorentz fields, so $e^2=4\pi\alpha$ and the Maxwell Lagrangian is $S/2$, where
$$S=\mathbf E^2-\mathbf B^2,\qquad P=\mathbf E\cdot\mathbf B .$$
We take $e>0$; its sign has no effect on the result. Subscripts on $L$ give the order in the fields.

## A tempting solution

Begin with a pure magnetic field, where $L$ is minus the vacuum energy density. The squared Dirac Hamiltonian has eigenvalues
$$m^2+p^2+(2k+1)eB+\sigma eB,\qquad k=0,1,2,\dots,\quad \sigma=\pm1,$$
with $p$ the momentum along the field. These are $m^2+p^2+2neB$, with weight $g_0=1$ and $g_n=2$ for $n\ge1$, since each $n\geq1$ is reached with both spin signs.

Each level holds $eB/2\pi$ states per unit area. In Landau gauge an orbit is centred at a distance $k_y/(eB)$. The values of $k_y$ are spaced by $2\pi/L_y$, and the centre must lie within a length $L_x$, which leaves $eBL_xL_y/2\pi$ states.

The filled negative-energy states have energy density $-\sum\omega$, so
$$L(B)=\frac{eB}{2\pi}\sum_n g_n\int\frac{dp}{2\pi}\sqrt{m^2+p^2+2neB}.$$
This diverges, but its third derivative with respect to $m^2$ does not. The derivative of the root is $\tfrac38(p^2+A_n)^{-5/2}$ with $A_n=m^2+2neB$. The substitution $p=\sqrt{A_n}\tan\theta$ gives
$$\int dp\,(p^2+A_n)^{-5/2}=A_n^{-2}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac{4}{3A_n^2}.$$
Using $A_n^{-2}=\int_0^\infty ds\,s\,e^{-sA_n}$ and
$$\sum_n g_ne^{-2neBs}=\frac{1+e^{-2eBs}}{1-e^{-2eBs}}=\coth(eBs),$$
we find
$$\frac{\partial^3L}{\partial(m^2)^3}=\frac1{8\pi^2}\int_0^\infty ds\,e^{-m^2s}\,eBs\coth(eBs).\tag{1}$$

To expand, write $x\coth x=1+c_1x^2+c_2x^4+c_3x^6+\dots$ and compare powers in $\cosh x=(\sinh x/x)(x\coth x)$:
$$c_1=\frac12-\frac16=\frac13,\qquad c_2=\frac1{24}-\frac1{120}-\frac{c_1}{6}=-\frac1{45},$$
$$c_3=\frac1{720}-\frac1{5040}-\frac{c_1}{120}-\frac{c_2}{6}=\frac{9-21+28}{7560}=\frac2{945}.$$
The sixth-order part of (1) contains $\int ds\,s^6e^{-m^2s}=720/m^{14}$. Since the third derivative of $m^{-8}$ with respect to $m^2$ is $-120\,m^{-14}$, integrating back gives
$$L_6(B)=-\frac{6}{8\pi^2}\,\frac{2}{945}\,\frac{(eB)^6}{m^8}=-\frac{2e^6B^6}{1260\pi^2m^8}.$$
The integration constants are polynomials in $m^2$ and cannot contribute to a term proportional to $m^{-8}$.

Now comes the tempting step. The Lagrangian is Lorentz invariant, and in a pure magnetic field $S=-B^2$. Replacing $-B^2$ by $S$ gives
$$L_6\overset{?}{=}\frac{2e^6}{1260\pi^2m^8}\,S^3 .$$

## Where it fails

The magnetic calculation is correct. Its coefficient was also extracted numerically from the sum over levels and agrees with $-2/(1260\pi^2)=-1.608\times10^{-4}$. The fault is in the last replacement.

A constant field has two invariants, $S$ and $P$. A pure magnetic field has $P=0$, so it says nothing about terms containing $P$. A pure electric field also has $P=0$, so checking that case would not reveal the omission.

The possible missing term can be identified before it is calculated. Both $S$ and $P$ are quadratic in the fields, so sixth order means three factors chosen from them. A reflection changes the sign of $P$, while quantum electrodynamics is unchanged by reflections. This excludes $S^2P$ and $P^3$, leaving
$$L_6=S\,(c\,S^2+d\,P^2).$$
Thus parity and order already force the overall factor $S$. The magnetic field fixes $c$. To find $d$, both fields must be present and must not be perpendicular.

## The right solution

### Parallel fields

Parallel fields can be treated by working first in Euclidean space. Put a field $B$ in the 1-2 plane and a field $F$ in the 3-4 plane; $F$ will become the electric field. Integrating out the Dirac particle over a four-volume $\Omega$ gives
$$e^{\Omega L}=\det(\gamma_\mu D_\mu+m),\qquad \{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}.$$
The matrix $\gamma_5$ anticommutes with $\gamma_\mu D_\mu$, so changing the sign of $\gamma_\mu D_\mu$ leaves the determinant unchanged. Multiplying the two forms gives
$$\Omega L=\tfrac12\ln\det M,\qquad M=m^2-(\gamma_\mu D_\mu)^2 .$$
Each plane now contains its own Landau problem. The eigenvalues of $M$ are
$$m^2+(2k+1)eB+\sigma eB+(2l+1)eF+\tau eF,\qquad \sigma,\tau=\pm1 .$$
Here $\sigma$ and $\tau$ are eigenvalues of the commuting matrices $-i\gamma_1\gamma_2$ and $-i\gamma_3\gamma_4$, up to an irrelevant sign. The matrix $\gamma_1$ anticommutes with the first and commutes with the second, so it reverses $\sigma$ alone. Likewise $\gamma_3$ reverses $\tau$ alone. The four spin components therefore contain each sign pair once.

Up to a field-independent constant, $\ln\det M=-\int_0^\infty (ds/s)\,\mathrm{Tr}\,e^{-sM}$. In the 1-2 plane the trace contains
$$\sum_{k=0}^\infty e^{-(2k+1)eBs}\sum_{\sigma=\pm1}e^{-\sigma eBs}=\frac{2\cosh(eBs)}{2\sinh(eBs)}=\coth(eBs),$$
and the 3-4 plane gives $\coth(eFs)$. The densities of states are $eB/2\pi$ and $eF/2\pi$. With the factor $-\tfrac12$ from the logarithm,
$$L=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\,[eBs\coth(eBs)]\,[eFs\coth(eFs)].\tag{2}$$
As $F\to0$ the second bracket tends to 1. Three derivatives with respect to $m^2$ then supply $(-s)^3$ and reproduce (1), including its sign.

Returning to real time replaces $F^2$ by $-E^2$. The second bracket is even in $F$, so this is unambiguous and gives $eEs\cot(eEs)$.

### Fields in any direction

Suppose $\mathbf E$ and $\mathbf B$ are not parallel. Boost with a velocity $\mathbf v$ along $\mathbf E\times\mathbf B$. The transformed fields are proportional to $\mathbf E+\mathbf v\times\mathbf B$ and $\mathbf B-\mathbf v\times\mathbf E$. Their cross product is
$$(1+v^2)\,\mathbf E\times\mathbf B-\mathbf v\,(E^2+B^2),$$
which vanishes if
$$\frac{v}{1+v^2}=\frac{|\mathbf E\times\mathbf B|}{E^2+B^2}.$$
A solution with $v<1$ exists when the right side is below $\tfrac12$. Since
$$(E^2+B^2)^2-4|\mathbf E\times\mathbf B|^2=S^2+4P^2,$$
this holds unless $S=P=0$. In the new frame the fields are parallel, or one of them is zero.

Let their magnetic and electric strengths be $a$ and $b$. Invariance gives
$$a^2-b^2=-S,\qquad a^2b^2=P^2 .$$
The coefficients of the expansion are polynomials in $S$ and $P$, so continuity extends them to $S=P=0$.

### Renormalization

With $x=eas$ and $y=ebs$, the brackets in (2) become $x\coth x$ and $y\cot y$. Replacing $x$ by $iy$ in the earlier series gives
$$x\coth x=1+\frac{x^2}{3}-\frac{x^4}{45}+\frac{2x^6}{945}+\dots,$$
$$y\cot y=1-\frac{y^2}{3}-\frac{y^4}{45}-\frac{2y^6}{945}+\dots.$$

The field-free term 1 is dropped. The quadratic term of the product is $(x^2-y^2)/3=-e^2s^2S/3$. It contributes
$$\frac{e^2S}{24\pi^2}\int\frac{ds}{s}\,e^{-m^2s},$$
which diverges logarithmically at small $s$ and has the form of the Maxwell term. With a cutoff at small $s$, it is absorbed by rescaling the field. The charge is rescaled inversely, so the product of charge and field is unchanged. The higher terms depend on this product and therefore keep their form with the physical charge and fields.

### The fourth and sixth orders

The fourth-order part of the product is
$$-\frac{x^4}{45}-\frac{y^4}{45}-\frac{x^2y^2}{9}
=-\frac{x^4+5x^2y^2+y^4}{45}
=-\frac{(x^2-y^2)^2+7x^2y^2}{45}.$$
Now $(x^2-y^2)^2=(es)^4S^2$ and $x^2y^2=(es)^4P^2$. Since $\int_0^\infty ds\,s\,e^{-m^2s}=1/m^4$,
$$L_4=\frac{e^4}{360\pi^2m^4}\,(S^2+7P^2)=\frac{2\alpha^2}{45m^4}\,(S^2+7P^2).$$

At sixth order there are two pure terms and two cross terms:
$$\frac{2(x^6-y^6)}{945}+\frac{x^4y^2}{135}-\frac{x^2y^4}{135}
=\frac{2(x^6-y^6)+7x^2y^2(x^2-y^2)}{945}.$$
Factor the difference of cubes in $x^2$ and $y^2$, then complete the square:
$$x^6-y^6=(x^2-y^2)(x^4+x^2y^2+y^4)
=(x^2-y^2)\left[(x^2-y^2)^2+3x^2y^2\right].$$
Twice the last term contributes 6 to the coefficient of $x^2y^2$, and the cross terms contribute 7. The sixth-order part is therefore
$$\frac{(x^2-y^2)\left[2(x^2-y^2)^2+13x^2y^2\right]}{945}
=-\frac{(es)^6}{945}\,S\,(2S^2+13P^2).$$
The minus sign comes from $x^2-y^2=-(es)^2S$ and cancels the minus sign in (2). With $\int_0^\infty ds\,s^3e^{-m^2s}=6/m^8$, the numerical factor is $6/(8\cdot945\,\pi^2)=1/(1260\pi^2)$. Hence
$$L_6=\frac{e^6}{1260\pi^2m^8}(\mathbf E^2-\mathbf B^2)\left[2(\mathbf E^2-\mathbf B^2)^2+13(\mathbf E\cdot\mathbf B)^2\right],$$
and $e^6=64\pi^3\alpha^3$ turns the prefactor into $16\pi\alpha^3/(315m^8)$.

As a test without the boost, the proper-time integrand was built from the field tensor for four random pairs of non-parallel fields. Its fourth- and sixth-order terms agreed with these formulas.

## Reading the result

For perpendicular fields $P=0$, and the tempting answer is correct. When $|\mathbf E|=|\mathbf B|$, $L_6$ vanishes at any angle, whereas $L_4$ retains its $7P^2$ term. For a plane wave both invariants vanish, and so do both corrections.

The bracket in $L_6$ cannot be negative, so the sign of $L_6$ follows that of $S$. Since $L_4$ cannot be negative either, the sixth order opposes the fourth when $B>E$ and reinforces it when $E>B$, provided the terms are nonzero.

## A numerical case

For the electron, the natural field unit is $m^2/e$, which is $1.32\times10^{18}$ V/m for the electric field and $4.41\times10^9$ T for the magnetic field. Choose, in this unit,
$$\mathbf E=(0.06,0,0),\qquad \mathbf B=(0.08,0.06,0).$$
The invariants are $S=0.0036-0.0100=-0.0064$ and $P=0.06\times0.08=0.0048$. The two brackets are
$$S^2+7P^2=2.022\times10^{-4},\qquad 2S^2+13P^2=3.814\times10^{-4}.$$
In these field units the factors of $e$ disappear, and
$$L_4=2.814\times10^{-4}\times2.022\times10^{-4}\,m^4=5.69\times10^{-8}\,m^4,$$
$$L_6=8.041\times10^{-5}\times(-0.0064)\times3.814\times10^{-4}\,m^4=-1.963\times10^{-10}\,m^4 .$$
These are $8.09\times10^{16}$ and $-2.79\times10^{14}$ J/m³. The sixth order lowers the fourth by 0.34%.

The tempting formula keeps $2S^2=0.819\times10^{-4}$ in place of the full bracket. It gives $-0.42\times10^{-10}\,m^4$, about 21% of the correct term. The renormalized proper-time integral, evaluated without expanding in the fields, decides between them: after $L_4$ is subtracted, its real part is $-1.926\times10^{-10}\,m^4$.

The difference between this value and $L_6$ is 1.9% of $L_6$. Halving both fields reduces it to 0.49%, a factor of 3.9. If the eighth order dominates the remainder, the relative error should scale as the square of the field and the factor should approach 4.

This comparison tests the expansion within one loop. Two-loop corrections to $L_4$ carry one more power of $\alpha$, and $\alpha=0.0073$ is larger than $|L_6/L_4|=0.0034$. Their coefficients, not derived here, are known from Ritus's two-loop calculation: in $L_4$ the $S^2$ term is multiplied by $1+40\alpha/9\pi$ and the $7P^2$ term by $1+1315\alpha/252\pi$. In this example that raises $L_4$ by about 1.2%, more than three times $|L_6|$ and in the opposite direction. As a description of the real vacuum, $L_4+L_6$ is therefore no improvement on $L_4$ alone at these fields unless the two-loop term is added as well. The formula is also derived for constant fields. If the fields vary, even slowly over the length $1/m$ and the time $1/m$, keeping $L_6$ is justified only when the corrections from field gradients are smaller than $L_6$ itself.

## What the series can and cannot give

For a pure magnetic field the truncation error can be bounded. Use
$$x\coth x=1+2\sum_{k=1}^\infty\frac{r_k}{1+r_k},\qquad r_k=\frac{x^2}{k^2\pi^2},$$
and the identity
$$\frac{r}{1+r}=r-r^2+r^3-\frac{r^4}{1+r}.$$
The remainder after $x^6$ is negative and smaller in size than $2\sum_k r_k^4=x^8/4725$, where $\sum_k k^{-8}=\pi^8/9450$ was used. The prefactor in (2) reverses the sign. With $\int_0^\infty ds\,s^5e^{-m^2s}=120/m^{12}$, the error after $L_6$ is positive and below
$$L_8=\frac{120}{8\pi^2\cdot4725}\frac{(eB)^8}{m^{12}}=\frac{(eB)^8}{315\pi^2m^{12}}.$$
At $B=0.3$ in the natural unit, the error is $1.59\times10^{-8}\,m^4$ and the bound is $2.11\times10^{-8}\,m^4$.

The full series nevertheless diverges. At order $2j$ the size of the magnetic term contains $(2j-3)!\,(eB/\pi m^2)^{2j}$, and at any fixed nonzero field the factorial eventually outweighs the decrease of this power as $j$ grows. The expansion is asymptotic: a few terms are useful when the field is small in the natural unit.

An electric field can add an effect absent from every term. For pure $E$, the function $y\cot y$ has poles at $s_n=n\pi/(eE)$, near which it behaves as $s_n/(s-s_n)$. The probability that the vacuum persists is $e^{-2\Omega\,\mathrm{Im}L}$, with $\Omega$ now the real space-time volume. It cannot exceed 1, so the path must pass above the poles. Each pole then contributes $-i\pi s_n$ to the integral of $s_n/(s-s_n)$, and (2) gives
$$\mathrm{Im}\,L=\frac1{8\pi}\sum_{n=1}^\infty\frac{e^{-m^2s_n}}{s_n^2}
=\frac{(eE)^2}{8\pi^3}\sum_{n=1}^\infty\frac{1}{n^2}\,e^{-n\pi m^2/(eE)} .$$
This describes decay of the vacuum by pair creation. As $E\to0$ it vanishes faster than any power of $E$, so no finite order of the expansion contains it. At $E=0.5$ in the natural unit, both the contour integral and this sum give $1.883\times10^{-6}\,m^4$. The remaining values are in the numerical output.

## Computed results

```
fine-structure constant alpha = 0.00729735
coefficient 2 alpha^2/45 (units m^-4) = 2.366727e-06
coefficient 16 pi alpha^3/315 (units m^-8) = 6.200908e-08
1/(360 pi^2) = 2.814477e-04
1/(1260 pi^2) = 8.041364e-05
Dirac-sea B^4 coefficient (m=1, e=1) = 2.814477e-04
Dirac-sea B^6 coefficient (m=1, e=1) = -1.608273e-04
formula  B^6 coefficient -2/(1260 pi^2) = -1.608273e-04
critical electric field = 1.3233e+18 V/m
critical magnetic field = 4.4140e+09 T
energy density unit m^4 = 1.4218e+24 J/m^3
example E (critical units) = [0.06, 0.0, 0.0]
example B (critical units) = [0.08, 0.06, 0.0]
S = E^2 - B^2 (critical units^2) = -0.006400
P = E.B (critical units^2) = 0.004800
parallel-frame magnetic strength a = 0.094704
parallel-frame electric strength b = 0.050684
bracket S^2 + 7 P^2 = 2.022400e-04
bracket 2 S^2 + 13 P^2 = 3.814400e-04
Maxwell term (m^4) = -3.489593e-02
L4 (m^4) = 5.691999e-08
L6 (m^4) = -1.963071e-10
L4 = 8.0927e+16 J/m^3
L6 = -2.7910e+14 J/m^3
L4 / Maxwell term = -1.6311e-06
L6 / L4 = -0.003449
full one-loop integral, real part (m^4) = 5.67273960e-08
L4 + L6 (m^4) = 5.67236823e-08
full integral minus L4 (m^4) = -1.925934e-10
(full - L4)/L6 - 1 = -0.018918
same with both fields halved = -0.004855
ratio of these two errors = 3.8967
pure magnetic test field (critical units) = 0.3
magnetic remainder after L6 (m^4) = 1.5916e-08
first omitted magnetic term L8 (m^4) = 2.1104e-08
pure electric test field (critical units) = 0.5
Im L from contour integral (m^4) = 1.883001e-06
Im L from pole sum (m^4) = 1.883001e-06
```
